# The Richardson-Dushman Law and the Effect of a Temperature-Dependent Work Function

## Definitions and conventions

A metal at temperature $T$ has chemical potential $\mu(T)$. Let $E_{\rm vac}$ be the energy of an electron at rest outside it, beyond the reach of the surface forces. The work function is

$$W(T)=E_{\rm vac}-\mu(T).$$

The surface is taken to be uniform, so that one value of $W$ describes all of it. The $z$ axis is normal to the surface, and the symbol $\parallel$ marks components along it. The elementary charge $e$ is positive, $m$ is the free-electron mass, $k$ is the Boltzmann constant, and $J$ is the magnitude of the emitted current density. I write $w=W/kT$.

Two further conditions hold throughout. The emitted electrons are removed by a field too weak to change the barrier, and their own charge does not repel later electrons back to the metal (no space charge).

The result to be derived is

$$J=A\,T^2e^{-W/kT},\qquad A=\frac{4\pi m e k^2}{h^3}. \tag{1}$$

It holds for $W\gg kT$ and a surface that reflects no electrons; reflection will add a factor $t$. Energies are given in eV and current densities in A cm⁻², the units in which $A$ is about 120 A cm⁻² K⁻². In Hartree atomic units $e=m=\hbar=1$ and $h=2\pi$, so the prefactor $4\pi/h^3$ becomes $1/(2\pi^2)\approx0.0507$ and $J=(kT)^2e^{-W/kT}/(2\pi^2)$.

## First derivation: equilibrium with the vacuum

Enclose the metal so that emitted electrons collect outside until equilibrium is reached. The outside gas then has the temperature and chemical potential of the metal. It is dilute, and interactions within it are neglected. This requires a Debye length of the gas much longer than the range of the surface forces. At 2000 K the Debye length is about 0.12 mm for $w=27$ but only about 270 nm for $w=15$. An outside electron of momentum $\mathbf p$ has energy $E_{\rm vac}+p^2/2m$, so its state has the Fermi occupation

$$f=\frac{1}{e^{(E_{\rm vac}+p^2/2m-\mu)/kT}+1}=\frac{1}{e^{(W+p^2/2m)/kT}+1}.$$

With two spin states, there are $2\,d^3p/h^3$ states per unit volume. Those moving towards the surface strike it at a rate per unit area equal to their density times their normal speed. Counting $p_z$ positive towards the metal, the arriving current density is

$$J_{\rm in}=\frac{2e}{h^3}\int_{p_z>0}\frac{p_z}{m}\,f\,d^3p .$$

In spherical coordinates $p_z=p\cos\theta$ and $d^3p=p^2\,dp\,d\Omega$. The angular integral over the hemisphere is

$$2\pi\int_0^{\pi/2}\cos\theta\sin\theta\,d\theta=\pi .$$

With the kinetic energy $\varepsilon=p^2/2m$ we have $p\,dp=m\,d\varepsilon$ and $p^2=2m\varepsilon$, hence $p^3dp=2m^2\varepsilon\,d\varepsilon$. Therefore

$$J_{\rm in}=\frac{2\pi e}{h^3m}\int_0^\infty p^3f\,dp
=\frac{4\pi me}{h^3}\int_0^\infty\frac{\varepsilon\,d\varepsilon}{e^{(W+\varepsilon)/kT}+1}.$$

Setting $\varepsilon=kTx$ takes out a factor $(kT)^2$:

$$J_{\rm in}=A\,T^2\int_0^\infty\frac{x\,dx}{e^{w+x}+1}.$$

For $y>0$ the geometric series gives $1/(e^y+1)=\sum_{n\ge1}(-1)^{n+1}e^{-ny}$. Here $y=w+x$, which is positive because $w>0$. Since $\int_0^\infty x\,e^{-nx}dx=1/n^2$,

$$J_{\rm in}=A\,T^2\sum_{n=1}^{\infty}(-1)^{n+1}\frac{e^{-nw}}{n^2}
=A\,T^2\left(e^{-w}-\frac{e^{-2w}}{4}+\dots\right). \tag{2}$$

The terms alternate in sign and decrease in size, so stopping after the first gives a value that is too large by less than $e^{-2w}/4$. Relative to the first term, the error is below $e^{-w}/4$. Even at $W=2kT$ the full sum is 0.968 of its first term. These figures measure only the effect of Fermi statistics in an ideal gas. The neglected Coulomb interaction scales as $e^{-w/2}$ and is the larger correction, and at $W=2kT$ a real gas is no longer dilute.

It remains to connect arrival with emission. In equilibrium the total current leaving the surface equals the total current arriving. The leaving current consists of reflected electrons and electrons emitted by the metal. Hence the emitted current equals the arriving current minus its reflected part. If nothing is reflected, $J=J_{\rm in}$.

Now remove the outside gas. The metal keeps its temperature and chemical potential, provided that the current drawn is small enough not to disturb them. The outside states had occupations below $e^{-w}$, so their ability to block emission was negligible at leading order. The metal therefore emits as before, and equation (1) follows.

## Second derivation: counting electrons inside the metal

Now describe the metal by independent electrons in a parabolic band with bottom $E_b$ and effective mass $m^*$:

$$E=E_b+\frac{P_\parallel^2+P_z^2}{2m^*}.$$

Inside the metal $P_z$ is counted positive towards the vacuum. The normal velocity is $v_z=\partial E/\partial P_z=P_z/m^*$, so at fixed $\mathbf P_\parallel$

$$v_z\,dP_z=dE. \tag{3}$$

Let the surface be smooth enough to conserve $\mathbf P_\parallel$, and let the electron cross it without losing energy. Outside, where the mass is $m$, its energy is

$$E=E_{\rm vac}+\frac{P_\parallel^2}{2m}+\frac{p_z^2}{2m}.$$

It can escape if $p_z^2>0$, which means $E>E_{\rm vac}+P_\parallel^2/2m$. With equation (3), and assuming for now that each such electron does escape,

$$J=\frac{2e}{h^3}\int d^2P_\parallel\int_{E_{\rm vac}+P_\parallel^2/2m}^{\infty}f(E)\,dE .$$

All these energies lie at least $W$ above $\mu$. For $W\gg kT$ the occupation is therefore $f\approx e^{-(E-\mu)/kT}$, and the inner integral is

$$kT\,e^{-(W+P_\parallel^2/2m)/kT}.$$

The outer integral is a two-dimensional Gaussian:

$$\int e^{-P_\parallel^2/2mkT}\,d^2P_\parallel
=2\pi\int_0^\infty e^{-P_\parallel^2/2mkT}P_\parallel\,dP_\parallel=2\pi mkT .$$

Multiplying the factors gives

$$J=\frac{2e}{h^3}\,(2\pi mkT)(kT)\,e^{-W/kT}=\frac{4\pi mek^2}{h^3}\,T^2e^{-W/kT},$$

which is equation (1) again. The two powers of $T$ now have separate origins: one comes from the spread in energy above the escape threshold, the other from the range of transverse momenta.

As long as every counted electron is assumed to escape, the band mass has cancelled; it returns through the reflection factor discussed below. It enters the velocity and the spacing of energies in compensating ways, while the mass in the escape condition is that of the free electron. This needs one proviso: the metal must possess a state at each energy and $\mathbf P_\parallel$ that was counted. At the threshold this requires

$$E_{\rm vac}+\frac{P_\parallel^2}{2m}\ge E_b+\frac{P_\parallel^2}{2m^*}
\quad\Longleftrightarrow\quad
D\ge\frac{P_\parallel^2}{2m}\left(\frac{m}{m^*}-1\right),\qquad D=E_{\rm vac}-E_b .$$

For $m^*\ge m$ this is satisfied at every $\mathbf P_\parallel$. For $m^*=m/2$ it fails when $P_\parallel^2/2m>D$, and the fraction of the current miscounted is then below $e^{-D/kT}$. With the model value $D=9.70$ eV (a Fermi energy of 5.00 eV plus $W=4.70$ eV) and $kT=0.172$ eV, the exponent is about $-56$, so the loss is negligible in this band. The proviso fails altogether for a crystal face that has a band gap at the vacuum level for small $\mathbf P_\parallel$.

## Reflection at the surface

Quantum mechanics allows an electron with enough energy to be turned back. Suppose that the transmission probability $\mathcal T$ depends on the outside normal energy $\varepsilon_z=p_z^2/2m$ alone, as it does for $m^*=m$; for $m^*\ne m$ it depends on $\mathbf P_\parallel$ as well. In the Boltzmann limit the arriving current is

$$\frac{2e}{h^3}\,e^{-w}\int d^2p_\parallel\,e^{-p_\parallel^2/2mkT}\int_0^\infty d\varepsilon_z\,e^{-\varepsilon_z/kT},$$

because $p_z\,dp_z/m=d\varepsilon_z$. Inserting $\mathcal T$ and setting $\varepsilon_z=kTu$ gives

$$J=t\,A\,T^2e^{-W/kT},\qquad t=\int_0^\infty e^{-u}\,\mathcal T(kTu)\,du. \tag{4}$$

The first derivation needs $\mathcal T$ for entry, the second for exit. They are equal. To show this for $m^*=m$ and a real potential $V(z)$, let $K$ and $q$ be the normal wave numbers inside and outside, with the metal on the left. Take two solutions at the same energy:

$$\psi_1=\begin{cases}e^{iKz}+r\,e^{-iKz}&\text{inside}\\ \tau\,e^{iqz}&\text{outside}\end{cases}
\qquad
\psi_2=\begin{cases}\tau' e^{-iKz}&\text{inside}\\ e^{-iqz}+r'e^{iqz}&\text{outside}\end{cases}$$

Both obey $\psi''=(2m/\hbar^2)(V-\varepsilon_z)\psi$, with $V$ measured from $E_{\rm vac}$. Hence $\psi_1\psi_2'-\psi_1'\psi_2$ has zero derivative and is the same on both sides. Its value is $-2iK\tau'$ inside and $-2iq\tau$ outside, so $K\tau'=q\tau$. Transmission is a ratio of currents, which carry the wave number as a factor:

$$\mathcal T_{\rm exit}=\frac qK|\tau|^2,\qquad
\mathcal T_{\rm entry}=\frac Kq|\tau'|^2=\frac Kq\,\frac{q^2}{K^2}|\tau|^2=\mathcal T_{\rm exit}.$$

The size of $t$ depends on the shape of the barrier. For an abrupt step, continuity of $\psi$ and $\psi'$ gives $1+r=\tau$ and $K(1-r)=q\tau$. Hence $\tau=2K/(K+q)$ and $\mathcal T=4Kq/(K+q)^2$, which is small for a slow outside electron, $q\ll K$. With $D=9.70$ eV at 2000 K, numerical quadrature of equation (4) gives $t=0.357$.

A better model includes the attraction of the electron to its image charge. The image lies at distance $2z$, so the force is $e^2/[4\pi\epsilon_0(2z)^2]$, and integrating from infinity gives $V(z)=-e^2/(16\pi\epsilon_0z)$. I cut this potential off where it reaches $-D$, continue it to 200 nm, and solve the wave equation through thin layers of constant potential. The same average then gives $t=0.97$ at 2000 K. In this model the gradual barrier makes reflection a small correction. The second digit depends on the model: for $D$ between 5 and 15 eV, with a kinked or a smoothed inner edge, $t$ lies between 0.95 and 0.99. Both values above are for $m^*=m$. With $\psi$ and $\psi'/m$ matched at the surface, $m^*=m/2$ gives $t=0.27$ for the step and 0.92 for the image barrier. The lattice is also absent from this model. A periodic potential with a gap at the vacuum level reflects most electrons despite the gradual barrier: a one-dimensional example gives $t$ between 0.06 and 0.43 for absorptive potentials of 0.1 to 1 eV.

## What each derivation assumes

The first derivation uses equilibrium and the known states of the vacuum. It requires no band structure, no conservation of $\mathbf P_\parallel$ and no independent electrons inside the metal. This is why $A$ contains the free-electron mass and no property of the material. The metal enters through $W$ and through the reflected fraction, neither of which the argument supplies.

The second derivation assumes independent electrons, a parabolic band, conserved transverse momentum and a crossing without energy loss. In return it identifies the electrons that escape and shows how the band mass drops out. Its agreement with the first result does not make its model of the metal necessary.

Both need a uniform surface, $W\gg kT$, a metal kept close to equilibrium, negligible space charge and a weak field. Space charge raises an additional barrier outside and reduces the current. A strong extracting field $F$ adds $-eFz$ to the image potential. With $C=e^2/(16\pi\epsilon_0)$, the sum $-C/z-eFz$ has its maximum at $z=\sqrt{C/eF}$, where it equals $-2\sqrt{CeF}$. The barrier is lowered by that amount, and $W$ alone no longer fixes the exponent. The two conditions compete, because a field is needed to remove the space charge. In a diode with a 1 mm gap, run at twice the voltage that just draws the full current, the lowering raises the currents of the worked example by about 1% at 2000 K and 5% at 2400 K.

## A work function that depends on temperature

At any one temperature $W(T)$ is simply a number, so both derivations stand unchanged, with $W$ taken at the temperature of emission. The difference appears when currents at several temperatures are compared. First let $t=1$ and

$$W(T)=W_0+\alpha T.$$

Then $W/kT=W_0/kT+\alpha/k$, and

$$J=\left(A\,e^{-\alpha/k}\right)T^2e^{-W_0/kT}. \tag{5}$$

A Richardson plot, $\ln(J/T^2)$ against $1/T$, is still straight. Its slope gives $W_0$, and its intercept gives the apparent constant $A^*=A\,e^{-\alpha/k}$. A work function that rises with temperature lowers $A^*$, and one that falls raises it. The constant is halved when $\alpha=k\ln2=5.97\times10^{-5}$ eV/K.

For a general smooth $W(T)$ the plot may curve, and its tangent defines local values $W^*$ and $A^*$. Let $x=1/T$ and $y=\ln(J/T^2)=\ln A-Wx/k$. Since $dT/dx=-T^2$,

$$\frac{dy}{dx}=-\frac1k\left(W+x\frac{dW}{dx}\right)=-\frac1k\left(W-T\frac{dW}{dT}\right).$$

The apparent work function is $-k\,dy/dx$, and the tangent meets $x=0$ at $\ln A^*=y-x\,dy/dx$. Thus

$$W^*=W-T\frac{dW}{dT},$$

$$\ln A^*=\ln A-\frac{Wx}{k}+\frac xk\left(W-T\frac{dW}{dT}\right)=\ln A-\frac1k\frac{dW}{dT}, \tag{6}$$

where $xT=1$ was used in the last step.

A constant $t$ multiplies $A^*$, and so does the ratio of the true emitting area to the area assumed. The intercept alone cannot separate these factors from $e^{-\alpha/k}$. If $t$ varies with temperature, $\ln t$ is added to $y$ and changes the slope as well.

## Worked example

Take the round model values $W_0=4.50$ eV and $\alpha=1.0\times10^{-4}$ eV/K, with $t=1$. At 2000 K,

$$W=4.50+0.20=4.70\ \text{eV},\qquad \frac{W}{kT}=\frac{4.70}{0.17235}=27.27,$$

$$J=120.17\times(2000)^2\times e^{-27.271}=6.89\times10^{-4}\ \text{A cm}^{-2}.$$

Numerical integration over the momenta of the arriving electrons gives these currents, with $J/T^2$ in A cm⁻² K⁻² inside the logarithm:

| $T$ (K) | $W$ (eV) | $J$ (A cm⁻²) | $\ln(J/T^2)$ |
|---|---|---|---|
| 1600 | 4.66 | $6.45\times10^{-7}$ | −29.009 |
| 2000 | 4.70 | $6.89\times10^{-4}$ | −22.482 |
| 2400 | 4.74 | $7.70\times10^{-2}$ | −18.130 |

Between the end points the logarithm rises by 10.879 while $1/T$ falls by $2.0833\times10^{-4}$ K⁻¹. The apparent work function is therefore

$$W^*=8.6173\times10^{-5}\times\frac{10.879}{2.0833\times10^{-4}}=4.50\ \text{eV}.$$

This is $W_0$, although $W$ is at least 4.66 eV throughout the range. The apparent constant is

$$A^*=120.17\times e^{-1.0\times10^{-4}/8.6173\times10^{-5}}=120.17\times0.31334=37.7\ \text{A cm}^{-2}\,\text{K}^{-2}.$$

Reversing the sign of $\alpha$ would give 384 A cm⁻² K⁻².

The pair $(W_0,A^*)$ reproduces the currents. Combining $W_0$ with the universal $A$ does not: at 2000 K it gives $2.20\times10^{-3}$ A cm⁻², which is 3.19 times the true current. Conversely, a single absolute current, with known area and $t=1$, yields the work function at that temperature:

$$W=kT\ln\frac{AT^2}{J}=0.17235\times27.271=4.70\ \text{eV}.$$

Now add a term $\beta T^2$ with the illustrative value $\beta=2.0\times10^{-8}$ eV/K²; the thermal shift of $\mu$ in a free-electron band with a Fermi energy of 5 eV would give only $1.2\times10^{-9}$ eV/K². At 2000 K, $W=4.78$ eV and

$$\frac{dW}{dT}=\alpha+2\beta T=1.8\times10^{-4}\ \text{eV/K}.$$

Equation (6) gives $W^*=4.78-0.36=4.42$ eV and $A^*=14.9$ A cm⁻² K⁻². In this model $W^*=W_0-\beta T^2$, so the slope changes along the plot. The tangent value lies below $W_0$, and hence below the work function at every positive temperature: it describes the slope of the plot, not the height of the barrier.

Numbers in the example were calculated in double precision.
